One-over-frequency noise from tunnelling into uniformly distributed oxide traps

Let a high-k film contain independent two-state traps, spread uniformly in depth y from 0 to d and uniformly in energy, with N_t traps per unit volume and energy. Each trap exchanges single electrons with the channel of a transistor of gate area A, and its relaxation time grows with depth as τ = τ_s exp(y/λ). The number N of trapped electrons then fluctuates with the spectrum, averaged over the random positions of the traps,

S_N(f) = (2M/πf) [arctan(2πfτ_d) − arctan(2πfτ_s)],

M = N_t A λ kT,  τ_d = τ_s exp(d/λ).

Between the two corner frequencies, 1/(2πτ_d) ≪ f ≪ 1/(2πτ_s), the bracket is close to π/2 and

S_N(f) ≈ M/f.

The one-over-frequency law thus belongs to a finite band and to an average over many traps, whether in one large device or in many small ones. Moreover, it holds for the trapped number; the equivalent noise voltage at the gate falls slightly more slowly with frequency, because deep traps are electrostatically less effective. Spectra are one-sided: the integral of S_N over positive f is the variance of N. Below, ω stands for 2πf.

The exponential dependence of τ on depth comes from tunnelling. Let the trap level lie an energy Φ below the conduction-band edge of the film, and let m* be the effective mass there. Outside the trap, with a flat barrier and for motion along y only, the wavefunction obeys

(ħ²/2m*) ψ″ = Φψ,

whose decaying solution is ψ ∝ exp(−κy) with κ = √(2m*Φ)/ħ. A tunnelling rate is proportional to the square of a matrix element, and the matrix element carries one factor of the tail amplitude. The rate therefore falls as exp(−2κy), so that

λ = 1/(2κ) = ħ/(2√(2m*Φ)).

This λ is the decay length of the probability, half that of the amplitude. Momentum parallel to the interface, which channel states also carry, would shorten it somewhat and is neglected. If an interlayer of thickness t_IL, free of traps, separates the channel from the film, every electron must also cross it, and

τ_s = τ_0 exp(t_IL/λ_IL),

where λ_IL follows from the mass and barrier of the interlayer. The time τ_0 collects all prefactors and is treated as constant. The decay of the tail density was checked on a numerically diagonalized bound state; the proportionality of the rate to that density is an assumption of the model.

Consider now one trap, with occupation n equal to 0 or 1, capture rate c when empty and emission rate e when full. If it is full at time zero, the probability P(t) that it is full later obeys

dP/dt = c(1 − P) − eP = c − (c + e)P,  P(0) = 1.

The stationary value is p = c/(c + e), and the deviation from it decays at the rate c + e. Hence

P(t) = p + (1 − p) exp(−t/τ),  1/τ = c + e.

The product n(0)n(t) is 1 only if the trap is full at both times, which has probability pP(t). Subtracting the squared mean gives the covariance

C(t) = pP(t) − p² = p(1 − p) exp(−t/τ).

In the one-sided convention the spectrum is four times the cosine transform over positive times. Since ∫₀^∞ exp(−t/τ) cos(ωt) dt = τ/(1 + ω²τ²),

S_1(f) = 4p(1 − p) τ/(1 + ω²τ²).

This is a Lorentzian: flat below f = 1/(2πτ) and falling as 1/f² above. One trap does not give 1/f noise.

For elastic exchange with a channel in thermal equilibrium, capture needs an occupied channel state at the trap energy E and emission needs an empty one. With a common tunnelling rate Γ,

c = Γp,  e = Γ(1 − p),  p = 1/[1 + exp((E − E_F)/kT)].

The sum is c + e = Γ, so τ = 1/Γ does not depend on the occupation. We take Γ as constant over the few kT around the Fermi level E_F that matter, and the trap level as non-degenerate; with spin degeneracy, c + e would itself depend on energy. A constant Γ presupposes channel states throughout this window, so E_F must lie several kT inside the band of the channel. The channel must therefore be degenerate, which strong inversion alone does not guarantee at room temperature. Otherwise part of the energy integral below is missing. Depth and energy then separate: depth sets the time, energy sets the strength p(1 − p). Differentiating the Fermi function gives dp/dE = −p(1 − p)/kT, hence

∫ p(1 − p) dE = −kT ∫ (dp/dE) dE = kT,

because p falls from 1 to 0 across the integration. Traps far below E_F stay full, traps far above stay empty, and neither kind contributes. A field in the film shifts the levels with depth, but as long as the density is flat in energy this moves the active window without changing the number of traps in it. The field also tilts the tunnelling barrier and so makes λ vary with depth; this is neglected here, although the charge of a degenerate channel can make the tilt considerable, as discussed in the worked case.

Independent fluctuations have additive spectra. The mutual repulsion of trapped electrons, which would correlate the traps and reduce the noise, is neglected here. A slice dy contains N_t A dy dE traps in the energy interval dE, so the energy integral leaves

S_N(f) = N_t A kT ∫₀^d 4τ/(1 + ω²τ²) dy.

From τ = τ_s exp(y/λ) follows dτ/dy = τ/λ, or dy = λ dτ/τ. Equal slices of depth thus become equal intervals of ln τ, and M is the occupation variance contributed per unit of ln τ. The factor 1/τ from the change of variable cancels the τ in the numerator:

S_N(f) = 4M ∫ dτ/(1 + ω²τ²) = (4M/ω) [arctan(ωτ_d) − arctan(ωτ_s)],

with τ running from τ_s to τ_d. Putting ω = 2πf gives the result stated at the start.

The quality of the 1/f law can be read off without approximation. For positive x, arctan x = π/2 − arctan(1/x), so

f S_N/M = 1 − (2/π) [arctan(1/(ωτ_d)) + arctan(ωτ_s)].

The two subtracted terms are the noise that traps beyond either end of the layer would have supplied. Far below the lower corner every Lorentzian is on its plateau, and S_N tends to 4M(τ_d − τ_s). Far above the upper corner, 1 + ω²τ² can be replaced by ω²τ², and

S_N → (4M/ω²) ∫ dτ/τ² = (4M/ω²)(1/τ_s − 1/τ_d).

These two limits keep the total power finite, whereas a 1/f law continued without end would have a logarithmically divergent integral at both ends. For one Lorentzian, the substitution x = 2πfτ gives

∫₀^∞ 4τ/(1 + (2πfτ)²) df = (2/π) ∫₀^∞ dx/(1 + x²) = 1,

so the integral of S_N is N_t A d kT = Md/λ, the sum of the trap variances. There is also a limit without any 1/f band. If d ≪ λ, all times are nearly τ_s, and the depth integral reduces to N_t A d kT · 4τ_s/(1 + ω²τ_s²), a single Lorentzian. A wide band needs a layer many decay lengths thick.

To see which traps produce the noise at a given frequency, let u = ln(ωτ). Then dτ/τ = du and

4M τ/(1 + ω²τ²) du = (4M/ω) du/(e^u + e^(−u)) = (M/f) (1/π) sech u du.

The weight sech(u)/π is symmetric about u = 0 and integrates to 1. Its centre, ωτ = 1, lies at the depth

y_f = −λ ln(2πfτ_s),  with y = y_f + λu.

Since ∫ sech u du from −a to a equals 2 arctan(sinh a), half of the noise comes from |u| < a when sinh a = 1, that is a = 0.88. The corresponding slice is 1.76 λ thick. For elastic exchange, the averaged spectrum, multiplied by f, is therefore a depth profile of the trap density with this blurring, and raising the frequency tenfold moves the slice towards the channel by λ ln 10.

This also shows what a non-uniform density does. If N_t varies as exp(by), the integrand gains the factor exp(by_f) exp(bλu). The integral over u converges for |bλ| < 1 and does not depend on frequency when the band is wide, while exp(by_f) = (ωτ_s)^(−bλ). The spectrum then varies as f^(−1−bλ): steeper than 1/f if the density rises into the film, flatter if it falls. One tail of the weight now decays only as exp(−(1 − |bλ|)|u|), so the closer |bλ| is to 1, the wider the band must be for this power law to be reached.

The 1/f law is less sensitive to the kinetics. Suppose that the capture time 1/c, instead of τ, is independent of energy and equals τ_s exp(y/λ). Then τ = p/c = pτ_s exp(y/λ), and traps at different energies have different times. At fixed energy, however, the factor p shifts ln τ by a constant, and a shift has no effect on a uniform distribution except at its ends. Each energy still contributes in proportion to p(1 − p), and the mid-band result is again M/f. The same holds for any other factor in τ that is independent of depth, including a thermally activated one, provided that the band, which such a factor shifts, stays wide and still contains the frequency considered. The ends do matter somewhat. The deepest trap at occupation p has the time pτ_d, so the fraction missing at the slow end, with α = 1/(ωτ_d) ≪ 1 and p(1 − p) dE = −kT dp, is

(2/π) ∫₀¹ arctan(α/p) dp ≈ (2α/π) [1 + ln(1/α)],

compared with 2α/π for elastic exchange.

The noise can be referred to the gate: it is then expressed as the voltage that would have to be applied there to hold the channel charge constant. Spread the charge of one trapped electron over the area A, as a sheet of magnitude q/A at depth y in a film of thickness t_hk and permittivity ε_hk. With the channel charge fixed, Gauss's law leaves the field between channel and sheet unchanged, in the interlayer as well. Between sheet and gate the displacement changes by q/A, over the distance t_hk − y. The gate voltage must therefore change by

δV = q(t_hk − y)/(ε_hk A)

in magnitude; its sign is positive for an added electron, but the spectrum contains the square. The interlayer enters the tunnelling time and not this shift. A numerical solution of the Poisson equation for the two-layer stack, with both electrodes at fixed potential and the induced channel charge divided by the stack capacitance, confirms the formula.

Let D = t_hk − y_f be the distance from the probed depth to the gate. A trap at u is at the distance D − λu, and well inside the band the limits on u may be taken to infinity:

S_V(f) = (q/(ε_hk A))² (M/f) ∫ (D − λu)² (1/π) sech u du.

The term linear in u vanishes by symmetry. For the quadratic one, expand sech u = 2(e^(−u) − e^(−3u) + e^(−5u) − …) for u > 0 and use ∫₀^∞ u² e^(−ku) du = 2/k³:

∫ u² sech u du = 8β,  β = 1 − 1/3³ + 1/5³ − ….

To find β, start from the Fourier series cos x − (cos 3x)/3 + (cos 5x)/5 − … = π/4, valid for |x| < π/2. Integrating twice from zero gives

cos x − (cos 3x)/3³ + (cos 5x)/5³ − … = β − πx²/8.

At x = π/2 every cosine vanishes, so β = π³/32 and the mean of u² is 8β/π = π²/4. Therefore

S_V(f) = (q/(ε_hk A))² (M/f) (D² + π²λ²/4).

Because D = t_hk + λ ln(2πfτ_s), it grows by λ per unit of ln f. The local exponent, defined by S_V ∝ f^(−γ), is

γ = −d ln S_V/d ln f = 1 − 2λD/(D² + π²λ²/4).

For D > 0 this is below 1. When D ≫ λ it becomes 1 − 2λ/D, so the departure is small if the gate is many decay lengths away from the probed traps.

All these spectra are averages over trap placement. A given small device has its own set of traps, and even an arbitrarily long measurement on it returns the spectrum of that set. Let the traps be placed at random with Poisson statistics. In a small cell of depth and energy with mean count μ, the variance of the count is also μ, so a cell whose traps each contribute s to the spectrum adds μs² to its variance:

Var S_N = N_t A ∫ [p(1 − p)]² dE ∫ 16τ²/(1 + ω²τ²)² dy.

With dE = −kT dp/[p(1 − p)], the energy integral is kT ∫₀¹ p(1 − p) dp = kT/6. In a wide band the depth integral is

16λ ∫₀^∞ τ dτ/(1 + ω²τ²)² = 8λ/ω².

Hence Var S_N = 4M/(3ω²). Dividing by the squared mean, (M/f)² = 4π²M²/ω², and taking the root gives the relative standard deviation between devices,

σ_rel = 1/(π√(3M)).

It applies to elastic exchange, falls as 1/√A, and is the same at all frequencies inside the band. It does not include the statistical error of a measurement of finite duration. It also gives every trap the same amplitude. In real small devices the current step of a single trap varies from trap to trap, through random dopants and the scattering by the trapped charge, and this widens the spread of the measured noise: exponentially distributed amplitudes a multiply σ_rel by √⟨a⁴⟩/⟨a²⟩ = √6.

For a worked case, take round model parameters at 300 K, where kT = 25.85 meV. The film has m* = 0.2 electron masses, Φ = 1.5 eV, relative permittivity 20 and thickness 8 nm, with traps in its first 2.5 nm. The interlayer is 1 nm thick, with 0.4 electron masses and a barrier of 3 eV. The trap density is 10¹⁹ cm⁻³ eV⁻¹, the area 0.01 µm², and τ_0 = 10⁻¹⁰ s.

The decay lengths are λ = 0.178 nm in the film and λ_IL = 0.0891 nm in the interlayer. Crossing the interlayer costs a factor exp(1/0.0891), which raises the shortest time to τ_s = 7.49 × 10⁻⁶ s. The trap layer is 2.5/0.178 = 14 decay lengths thick, so the longest time is τ_d = 9.29 s. The corners lie at 0.0171 Hz and 2.12 × 10⁴ Hz: a layer of 2.5 nm spans six decades. With the same prefactor τ_0 and a flat barrier, the deepest trap would exchange electrons with the gate in about 2500 s, some 270 times more slowly than with the channel, so that the gate can be neglected within this model. In a thinner film this fails: with a thickness of 6 nm, the deepest trap would exchange electrons mainly with the gate. The margin also rests on the flat barrier. A degenerate silicon channel holds more than 10¹³ electrons per cm², and its field drops about 0.9 V or more across this film. The barrier towards the gate is then lowered so far that the deepest trap exchanges electrons with the gate about as fast as with the channel, or faster, and the slow end of the band is cut off. The numbers below describe the flat-barrier model, which is approached when the channel becomes degenerate at low charge, as with a light effective mass.

The noise strength, with area and length in centimetres, is

M = 10¹⁹ × 0.02585 × 10⁻¹⁰ × 1.782 × 10⁻⁸ = 0.461.

At 10 Hz the law M/f gives 0.0461 Hz⁻¹, and the explicit sum over trap depths gives 0.0460 Hz⁻¹. The ratio f S_N/M is 0.989 at 1 Hz, 0.999 at 10 Hz and 0.970 at 1000 Hz. It drops to 0.892 at 0.1 Hz, still a factor of six above the lower corner: the arctangent approaches its limit slowly, and the clean 1/f range is narrower than the distance between the corners suggests. At 0.001 Hz the spectrum is 17.10 Hz⁻¹, practically the plateau value of 17.12 Hz⁻¹. The integrated spectrum reproduces the variance Md/λ = 6.46, a standard deviation of about 2.5 electrons.

With an energy-independent capture time, f S_N/M at 10 Hz is 0.992 instead of 0.999. The end correction accounts for this: α = 1/(2π × 10 × 9.29) = 0.00171, and (2α/π)[1 + ln(1/α)] = 0.008.

The probed depth is 1.775 nm at 1 Hz, 1.365 nm at 10 Hz and 0.955 nm at 100 Hz, a step of 0.41 nm per decade. The slice that supplies half the noise is 0.31 nm thick, so the half-noise slices of two frequencies a decade apart do not overlap, although the tails of their weights do. At 10 Hz the distance to the gate is D = 6.635 nm, and one electron at the probed depth shifts the gate voltage by 600 µV. Hence

S_V ≈ (600.3 µV)² × 0.0461 Hz⁻¹ ≈ 1.66 × 10⁴ µV²/Hz,

where the term π²λ²/4 adds only 0.2 per cent. The root is 129 µV/√Hz. The exponent formula gives γ = 0.946 at 10 Hz, as does the sum over the finite layer, to three digits. From 1 to 100 Hz the voltage spectrum falls by a factor of 78 instead of 100. A measured exponent below 1 is therefore no proof of a non-uniform trap density: in this stack the electrostatic weight alone lowers it by 0.05.

Finally, σ_rel = 1/(π√(3 × 0.461)) = 0.27, and 20 000 randomly generated devices give the same to two digits. An energy window 4kT wide holds on average 4M ln 10 ≈ 4 traps per decade of τ, so the spectrum of one such device is a sum of rather few Lorentzians and need not look like a smooth 1/f line. A device with a hundred times the area would have a spread of 0.027. The numerical output below lists the values used here.

Computed values

```
temperature: 300 K; kT: 25.852 meV
high-k mass: 0.2 m_e; barrier: 1.5 eV
interlayer mass: 0.4 m_e; barrier: 3.0 eV
interlayer thickness: 1.0 nm
high-k thickness: 8.0 nm; trap layer: 2.5 nm
relative permittivities: interlayer 4.0, high-k 20.0
trap density: 1.0e+19 cm^-3 eV^-1
gate area: 0.01 um^2; tau_0: 1.0e-10 s
decay length, high-k: 0.1782 nm
decay length, interlayer: 0.0891 nm
shortest time tau_s: 7.493e-06 s
longest time tau_d: 9.289 s
gate exchange time at deepest trap: 2.543e+03 s
lower corner frequency: 0.0171 Hz
upper corner frequency: 2.124e+04 Hz
M (dimensionless): 0.4606
number variance, formula: 6.4630
number variance, integrated spectrum: 6.4630
low-frequency plateau of S_N: 17.115 1/Hz
f = 0.001 Hz: S_N = 1.7096e+01 1/Hz, f S_N/M = 0.0371
f = 0.1 Hz: S_N = 4.1088e+00 1/Hz, f S_N/M = 0.8920
f = 1 Hz: S_N = 4.5561e-01 1/Hz, f S_N/M = 0.9891
f = 10 Hz: S_N = 4.6000e-02 1/Hz, f S_N/M = 0.9986
f = 100 Hz: S_N = 4.5921e-03 1/Hz, f S_N/M = 0.9969
f = 1000 Hz: S_N = 4.4684e-04 1/Hz, f S_N/M = 0.9700
f = 100000 Hz: S_N = 6.1377e-07 1/Hz, f S_N/M = 0.1332
f = 1 Hz: depth y_f = 1.775 nm, S_V = 1.4522e+05 uV^2/Hz
f = 10 Hz: depth y_f = 1.365 nm, S_V = 1.6610e+04 uV^2/Hz
f = 100 Hz: depth y_f = 0.955 nm, S_V = 1.8669e+03 uV^2/Hz
S_V formula at 10 Hz: 1.6629e+04 uV^2/Hz
root S_V at 10 Hz: 128.88 uV/sqrt(Hz)
distance D at 10 Hz: 6.635 nm
voltage shift per electron at y_f, 10 Hz: 600.30 uV
full width of half-noise slice: 0.314 nm
voltage exponent at 10 Hz, formula: 0.9464
voltage exponent at 10 Hz, trap sum: 0.9461
f S_N/M at 10 Hz, fixed capture time: 0.9918
relative device spread, formula: 0.2708
relative device spread, 20000 random devices: 0.2698
```
